Band-filling correction for a shallow donor supercell

**1. Definitions and conventions**

Hartree atomic units are used. A cubic supercell of side L and volume Ω = L³ contains one shallow donor and is neutral. The Brillouin zone is sampled at points k with weights w_k that sum to one. Occupations f_nk run from 0 to 2, because spin is included. It is convenient to combine weight and occupation into the number of electrons per cell carried by a state:

p_j = w_k f_nk, with j = (n,k).

Sums over j cover the conduction states alone. The donor supplies one electron, so

Σ_j p_j = 1.

The host conduction minimum, from a calculation of the perfect crystal, is e_C. It must be the true band minimum, which need not lie on the k mesh of the supercell. On the potential scale of the donor cell it appears at the aligned edge

ẽ_C = e_C + ΔV.

Section 4 defines ΔV. With θ the unit step function, the band-filling correction and the corrected energy are

ΔE_bf = −Σ_j p_j (e_j − ẽ_C) θ(e_j − ẽ_C),

E_corr = E_tot + ΔE_bf.

The correction is never positive. Its purpose is to remove the energy that the electron has because neighbouring donors are so close that their states form a partly filled band. The derivation shows which energy is left afterwards. For extended electron states it is that of an ionised donor plus one electron at the band edge, apart from an image term. It is not the energy of an isolated neutral donor with its electron bound.

**2. From occupations to total energy**

Let T be the one-electron operator that does not depend on the density. In a mean-field theory with a density functional F[n],

E = Σ_i p_i ⟨φ_i|T|φ_i⟩ + F[n], n = Σ_i p_i |φ_i|².

The orbitals are normalised and satisfy h φ_i = e_i φ_i, where h = T + δF/δn. Differentiate with respect to one p_j and let all orbitals relax:

∂E/∂p_j = ⟨φ_j|h|φ_j⟩ + Σ_i p_i (⟨∂φ_i|h|φ_i⟩ + ⟨φ_i|h|∂φ_i⟩).

The eigenvalue equation turns the second sum into Σ_i p_i e_i ∂⟨φ_i|φ_i⟩/∂p_j, which vanishes by normalisation. Hence

∂E/∂p_j = e_j.

This is Janak's theorem. Filled valence states may be included in the sum over i: their occupations stay fixed and their relaxation drops out for the same reason.

Now add the donor electron gradually by replacing p_j with λp_j, where λ runs from 0 to 1 at fixed atomic positions. At λ = 0 the cell holds the ionised donor and a uniform compensating background, with energy E_ion. The mean electrostatic potential is set to zero at every λ. The chain rule gives dE/dλ = Σ_j p_j e_j(λ), and therefore

E_tot = E_ion + ∫₀¹ dλ Σ_j p_j e_j(λ).

A supercell calculation delivers the eigenvalues e_j = e_j(1). Adding and subtracting them gives

E_tot = E_ion + Σ_j p_j e_j + R,

R = ∫₀¹ dλ Σ_j p_j [e_j(λ) − e_j(1)].

R measures how far the levels move while they are being filled. If the level sum s(λ) = Σ_j p_j e_j(λ) is linear in λ, the integral is elementary:

R = ∫₀¹ dλ (λ − 1)[s(1) − s(0)] = −½[s(1) − s(0)].

This offers a practical estimate: evaluate the same weighted level sum in the ionised and in the neutral cell.

For one electron in a Hartree mean field, R has a closed form. Write n_G = ∫_Ω n(r) exp(−iG·r) d³r and

U_e = (1/2) Σ_{G≠0} 4π|n_G|²/(εΩG²),

where ε is the dielectric constant of the host. Let K be the kinetic energy and W the energy of the electron in the field of the core. The total electronic energy is K + W + U_e. The eigenvalue sum is K + W + 2U_e, because the potential is the derivative of a quadratic energy. Their difference gives

R = −U_e.

In a Kohn–Sham calculation R also contains exchange-correlation and valence-response contributions. The band-filling sum does not remove them. They can be estimated from the level shift above if the level sum is nearly linear in λ. Otherwise the integral for R needs level sums at intermediate λ as well.

**3. Replacing filled levels by the band edge**

Every level can be written as

e_j = ẽ_C + (e_j − ẽ_C)θ(e_j − ẽ_C) − (ẽ_C − e_j)θ(ẽ_C − e_j).

If e_j is above the edge the last term vanishes, and if it is below the middle term vanishes. Multiply by p_j and sum. Since Σ_j p_j = 1,

Σ_j p_j e_j = ẽ_C − ΔE_bf − B,

B = Σ_j p_j (ẽ_C − e_j)θ(ẽ_C − e_j) ≥ 0.

Insert this in the total energy and move ΔE_bf to the left:

E_corr = E_ion + ẽ_C + R − B.

The filling energy has disappeared from the right-hand side. Two meshes a and b for the same cell share E_ion and ẽ_C, provided both sample the filled valence bands well enough, so their corrected energies differ by the change of R − B alone. In the Hartree model this is

E_corr(a) − E_corr(b) = −[U_e(a) − U_e(b)] − [B(a) − B(b)].

The correction therefore removes most of the mesh dependence when the electron density is nearly uniform and no occupied level lies below the edge.

An error δ in the edge enters directly. As long as no level crosses the edge,

change of ΔE_bf = δ Σ_{j above} p_j.

With all levels above the edge, an alignment error passes to the formation energy with factor one.

**4. The aligned edge**

The ionised donor has a long-range Coulomb potential, and so do its periodic copies. That tail is present even where the host is otherwise undisturbed, so it must be subtracted before the constant offset is read. At a point r_far as distant as possible from all donors,

ΔV = [V_ion − V_host − V_pt](r_far).

Here V is the potential energy of an electron, V_ion belongs to the ionised cell, and V_pt belongs to unit positive point charges in a uniform background, screened by ε and with zero mean. The ionised and neutral cells must use the same atoms and the same zero of potential.

The offset can be found in closed form for a compact spherical core with unit charge density ρ(r) and second moment Q = ∫ρr² d³r. The potential of an isolated point charge minus that of the core is short-ranged. For small G the core's Fourier transform is ρ_G = 1 − G²Q/6 + …, so the integral of this difference is

lim_{G→0} 4π(1 − ρ_G)/G² = 2πQ/3.

The extended core thus has a smaller integrated potential than the point charge. When both lattices are forced to have zero mean, the potential of the core lattice is raised by 2πQ/(3Ω) relative to that of the point lattice outside the cores. An electron has charge −1, and the medium divides by ε:

ΔV = −2πQ/(3εΩ).

This formula belongs to the model core. In an atomistic calculation the far-point definition takes its place.

**5. The energy of the ionised cell**

Around one charge of the unscreened point lattice, the potential is

φ_pt(r) = 1/r − α/L + 2πr²/(3Ω) + harmonic terms.

The constant α = 2.837297 describes the simple cubic lattice. The quadratic term follows from the background: its Laplacian is 4π/Ω, as Poisson's equation demands. Cubic symmetry makes the first remaining harmonic of order four. Averaged over a spherical charge, a harmonic function takes its value at the centre, which is zero for these terms.

The interaction of the core with its images and the background requires the average of |r − r′|² over two copies of ρ. The cross term averages to zero, leaving 2Q. With the factor 1/2 against double counting,

E_ion = E_self + (1/(2ε))[−α/L + (2π/(3Ω))·2Q]

= E_self − α/(2εL) + 2πQ/(3εΩ).

E_self is the electrostatic energy of the isolated core, and neighbouring cores must not overlap. Set e_C = 0. Adding ẽ_C = ΔV cancels the Q terms:

E_ion + ẽ_C = E_self − α/(2εL).

The final relation is

E_tot + ΔE_bf + α/(2εL) = E_self + R − B.

The image term is needed although the cell is neutral. An electron spread through the cell acts almost like the uniform background of a charged-cell calculation, so the core still interacts with its images as an ionised donor does.

**6. Two limits**

*Extended electron.* Consider one isotropic parabolic valley of mass m. Counting both spins,

1 = 2 [Ω/(2π)³] (4π/3)k_F³, so k_F = (3π²)^(1/3)/L.

This is 3.094/L, just inside the zone face at π/L, so the electron occupies the lowest folded band. The mean energy of a filled sphere is 3/5 of the energy at its surface:

E_fill = (3/5) k_F²/(2m) = (3/10)(3π²)^(2/3)/(mL²) = 2.871/(mL²).

With g equivalent, isotropic and equally filled valleys, each holds 1/g electron. Then k_F³ and E_fill are multiplied by 1/g and g^(−2/3).

A finite mesh changes the prefactor. The shifted mesh with two divisions has all its points at components ±π/(2L), which gives 3π²/(8mL²) = 3.701/(mL²). A single Γ point gives zero kinetic energy. The correction must therefore use the levels and occupations of the same run as E_tot, not the dense-mesh formula.

*Bound electron.* Suppose the cell is much larger than the donor orbital and the mean field has a bound level e_b < 0. All donor-band levels then approach e_b, so ΔE_bf vanishes and B = −e_b, apart from terms of order 1/Ω. The electron is now compact, and its self-energy has its own image part:

U_e = U_iso − α/(2εL).

For the Hartree model, the relation of section 3 becomes

E_corr = E_self − α/(2εL) − U_iso + α/(2εL) + e_b

= E_self + e_b − U_iso.

The image terms cancel, and this is the energy of the isolated neutral donor in that mean field. No image correction should be added in this limit. Between the limits, neither simple reading holds: part of the donor band is below the edge, and the step function treats the two parts differently.

**7. Worked example**

The model donor has m = 0.25, ε = 10 and a Gaussian core of width 3 bohr, so Q = 3 × 3² = 27 bohr². The host minimum is zero. The effective Bohr radius ε/m is 40 bohr. The calculation is a self-consistent Hartree one. It omits exchange-correlation and atomic relaxation, and represents the valence electrons by ε alone.

For L = 30 bohr, Ω = 27000 bohr³ and

ẽ_C = −2π × 27/(3 × 10 × 27000) = −0.0002094 Ha.

A shifted mesh with four divisions in each direction has two occupied groups of symmetry-equivalent points. The first has weight 0.125 and occupation 2, hence p = 0.25, and its level is 0.0040470 Ha. The second has weight 0.375 and occupation 2, hence p = 0.75, and its level is 0.0149907 Ha. Their contributions are

−0.25 × (0.0040470 + 0.0002094) = −0.0010641 Ha,

−0.75 × (0.0149907 + 0.0002094) = −0.0114001 Ha.

The sum agrees with the computed correction to within rounding of the last digit:

ΔE_bf = −0.012464 Ha = −0.339 eV.

Measured from E_self, the total energy is 0.0077329 Ha. The correction brings it to −0.0047314 Ha. The image term is 2.837297/(2 × 10 × 30) = 0.0047288 Ha, and adding it leaves −2.5 × 10⁻⁶ Ha. Since B = 0 here, this remainder is −U_e. It is so small because the model omits exchange among the donor electrons. For a uniform gas on a dense mesh, exact exchange screened by ε would add 3k_F/(4πε) = 0.739/(εL) to R, which is 0.0025 Ha here, about half the image term. In a real calculation the size of R depends on the functional and has to be checked.

*Change of mesh.* With one to four divisions, the uncorrected energies spread over 0.0164 Ha. The corrected ones spread over 1.2 × 10⁻⁶ Ha. The Γ-only run has a small correction, −0.000147 Ha, despite its zero kinetic energy in the free-electron limit. The core pulls its level to −0.0000624 Ha, below the mean potential of the cell, but the aligned edge lies lower still. This order depends on the core width: for a width of 1.5 bohr the Γ level falls below the edge and the correction vanishes.

*Change of cell.* With four divisions, energies relative to E_self are:

L = 24 bohr: E_tot = 0.01371 Ha, E_corr = −0.00591 Ha.

L = 60 bohr: E_tot = 0.00061 Ha, E_corr = −0.00237 Ha.

The small uncorrected value at 60 bohr does not show convergence. It is a positive filling energy of 0.00299 Ha set against a negative image energy of 0.00236 Ha. After both corrections the remainders are −1.6 × 10⁻⁶ and −8.1 × 10⁻⁶ Ha.

The growth of this small remainder has a simple origin. To first order in the core potential, which scales as 1/(εL) for a point core, the energy denominators scale as 1/(mL²). Thus n_G scales as mL/ε, and U_e scales as m²L/ε³. The finite core weakens U_e more in small cells, which makes the growth steeper. For the shortest G the core factor exp(−G²σ²), with σ = 3 bohr, raises the expected ratio between 60 and 24 bohr from 2.5 to about 4.2. The computed ratio is 5.2. Longer wavevectors explain little of the difference: summed to first order, they raise the ratio only to about 4.3. The rest comes from the higher-order response of the electron, which increases U_e by a larger fraction in the larger cell.

*Change of alignment.* At L = 30 bohr the raw far-corner potential of the ionised cell is 0.0024637 Ha. Used as the edge, it changes ΔE_bf by +0.0026731 Ha, or 0.801936/(εL), the point-charge tail that should have been subtracted. Reading the potential in the neutral cell instead, with the same tail removed, puts the edge at −0.0003561 Ha. The correction then becomes −0.0126110 Ha, which is 0.000147 Ha more negative. The non-uniform electron density causes this shift.

*A level below the edge.* At L = 160 bohr with three divisions, the mesh includes Γ, whose weight is 1/27. Its level is −1.112 × 10⁻⁴ Ha and the edge is −1.4 × 10⁻⁶ Ha. With occupation 2,

B = (2/27)(1.112 − 0.014) × 10⁻⁴ = 8.1 × 10⁻⁶ Ha.

Here U_e = 3.97 × 10⁻⁵ Ha. The plane-wave basis resolves the core less finely in this large cell, so the level, B and U_e are not converged to the digits shown: a larger basis increases their magnitudes by 2 to 3 per cent. The remainder after the filling and image corrections is −(U_e + B) = −4.78 × 10⁻⁵ Ha. Only 2/27 of the electron lies below the edge, whereas in the bound limit all of it would. The corrected cell therefore does not describe an isolated bound donor, and the remainder must not be read as a binding energy, for which the hydrogenic estimate is m/(2ε²) = 0.00125 Ha. The Hartree model would not reach that value even in a very large cell, because its electron repels itself: the isolated donor in this mean field has e_b ≈ −1.1 × 10⁻⁴ Ha and e_b − U_iso ≈ −6.0 × 10⁻⁴ Ha, about half the hydrogenic binding.

The same cell tests the occupation integral of section 2. The integral and the directly evaluated electronic energy are both 0.000284788 Ha. The sum of final eigenvalues is 0.000324441 Ha, larger by U_e.

**8. Use in a defect calculation**

1. Compute the host minimum e_C, with a band calculation if the supercell mesh misses it.
2. Compute the neutral donor cell. Save the conduction levels, weights and occupations, and check that Σ_j p_j = 1.
3. Compute the ionised cell at the same geometry. Obtain ΔV at several far points after removing the point-charge tail. Large scatter can mean that the tail has not been removed properly, or that relaxed atoms near the chosen points no longer match those of the host. Small scatter does not prove the alignment accurate: an offset common to all points leaves no scatter, and a wrong ε shifts neighbouring far points almost equally.
4. Form ΔE_bf from the occupied levels above ẽ_C, and form B from those below it. In a spin-polarised run each spin state has maximum occupation one, and both spin channels are summed.
5. Estimate R from the level sums of the ionised and neutral cells. This assumes a level sum linear in λ; in the model above the estimate exceeds |R| by about 2, 4 and 15 per cent at L = 30, 60 and 160 bohr.

If the occupied states are extended and both R and B are small, the formation energy of the ionised donor with its electron at the conduction minimum is

E_f ≈ E_tot − E_host − Σ_a Δn_a μ_a + ΔE_bf + α/(2εL).

E_host is the energy of the perfect supercell, Δn_a is the number of atoms of species a added, and μ_a is its chemical potential. The image term assumes a cubic cell and an isotropic dielectric constant. It describes the response of the medium at fixed atomic positions if ε is the electronic constant. If the atoms of the donor cell are relaxed, the ions also screen the donor charge, and the static constant should be used in the image term and in V_pt. To obtain the bound neutral donor, subtract a separately calculated binding energy. If R or B is comparable with the accuracy required, a larger cell alone may not help at once, since U_e can grow with L while the electron is still extended. A separate treatment of the ionised core and the bound electron is then the safer route.

The computed values are listed in the numerical output below.

Computed results

```
mass 0.25 m_e, eps 10.0, core width 3.0 bohr
core second moment Q = 27.0 bohr^2
effective Bohr radius = 40.0 bohr
hydrogenic binding m/(2 eps^2) = 0.001250 Ha
alpha = 2.837297, far-corner point constant = -0.801936
isolated core energy E_self = 0.0094032 Ha
L = 30 bohr: aligned edge = -0.0002094 Ha
  ionised cell E_ion - E_self = -0.0045194 Ha
  image term alpha/(2 eps L) = 0.0047288 Ha
Mesh table, L = 30 bohr, energies in Ha, E_self subtracted
  div   E_tot       dE_bf       E_corr      E_corr+image
  1   -0.0045832  -0.0001470  -0.0047302  -0.00000137
  2    0.0118465  -0.0165778  -0.0047313  -0.00000243
  3    0.0091144  -0.0138458  -0.0047314  -0.00000257
  4    0.0077329  -0.0124642  -0.0047314  -0.00000254
spread over meshes: raw 0.0164297, corrected 1.20e-06 Ha
Stars of the 4-division mesh: weight, occupation, e (Ha), term (Ha)
  0.1250 2.000 0.0040470 -0.0010641
  0.3750 2.000 0.0149907 -0.0114001
  0.3750 0.000 0.0259326 -0.0000000
  0.1250 0.000 0.0368722 -0.0000000
main dE_bf = -0.0124642 Ha = -0.3392 eV
U_e (L = 30, 4 divisions) = 2.543e-06 Ha
raw far potential as edge: 0.0024637 Ha, dE_bf -0.0097911 Ha
  change of dE_bf = 0.0026731 Ha
neutral-cell edge: -0.0003561 Ha, dE_bf -0.0126110 Ha
basis change of E_tot = 5.07e-10 Ha
Size table, 4 divisions, energies in Ha, E_self subtracted
  L(bohr)  E_tot      dE_bf      E_corr     E_corr+image
    24   0.0137100  -0.0196226  -0.0059126  -0.00000157
    30   0.0077329  -0.0124642  -0.0047314  -0.00000254
    40   0.0033739  -0.0069248  -0.0035509  -0.00000428
    60   0.0006128  -0.0029853  -0.0023725  -0.00000811
filling prefactor: dense mesh 2.8713, formula 2.8712
  dense-mesh filling energy at L = 30: 0.0127610 Ha
L = 160 bohr, 3 divisions:
  edge -1.381e-06 Ha, lowest level -1.112e-04 Ha
  dE_bf -0.0003340 Ha, B 8.138e-06 Ha, U_e 3.965e-05 Ha
  E_corr+image - E_self = -4.779e-05 Ha
  E_tot - E_ion = 0.000284788 Ha
  occupation integral = 0.000284788 Ha
  final-eigenvalue sum = 0.000324441 Ha
```
